\section*{Recoil correction of order $(Z\alpha)^5m^2/M$ to hydrogenic energy levels, part 1}

(Sections cited here and not found follow in the later parts.)

An electron of mass $m$ and charge $-e$ is bound to a spinless point nucleus of charge $Ze$ and mass $M\gg m$. Write $a=Z\alpha$ and assume $a\ll1$. The task is to find the shift of the level $(n,l)$ that is of first order in $m/M$ and of fifth order in $a$, apart from logarithms of $a$. It is written as
\begin{equation}
\Delta E=\frac{m^2c^2}{M}\,\frac{a^5}{\pi n^3}\,P ,
\label{defP}
\end{equation}
with a dimensionless $P$ to be found. Because $P$ is a pure number, the derivation uses $\hbar=c=1$ and Heaviside--Lorentz charges, $e^2=4\pi\alpha$; SI constants return in parts (g) and (i). Terms of order $(m/M)^2$, terms with an extra factor $\alpha$ not accompanied by $Z$ (radiative recoil), nuclear size and level widths lie outside the problem.

The unperturbed electron obeys the Dirac--Coulomb Hamiltonian $H=\boldsymbol\alpha\cdot\mathbf p+\beta m+V$ with $V=-a/r$. The reference state is written $|a\rangle$, with energy $E_a$; as a state label the letter appears only in kets and subscripts. Intermediate states $|n\rangle$ have $\Delta_n=E_n-E_a$, and ``neg'' marks the states with $E_n<0$. Repeated Cartesian indices are summed, $\mathbf n=\mathbf r/r$, $\gamma_E$ is Euler's constant and $H_n=\sum_{i=1}^n1/i$. The numerical check evaluates the integrals and the final formula by independent routes, and the numbers below come from its output.

\subsection*{(a) The recoil operator}

\textit{Starting from the Coulomb-gauge Hamiltonian with a nonrelativistic nucleus, express the first-order shift in $1/M$, to all orders in $a$, through one-electron matrix elements and an integral over an imaginary photon energy $iy$.}

\paragraph{Solution.} The nucleus at $\mathbf R$ with momentum $\mathbf P$ contributes $[\mathbf P-Ze\mathbf A(\mathbf R)]^2/2M$ and the Coulomb potential centred at $\mathbf R$. Let $\hat{\mathbf Q}=\hat{\mathbf P}_e+\hat{\mathbf P}_\gamma$ be the momentum of the electron field plus that of the photon field. The unitary operator $U=e^{i\mathbf R\cdot\hat{\mathbf Q}}$ gives $U\mathbf PU^\dagger=\mathbf P-\hat{\mathbf Q}$, because $[iR^kQ^k,P^j]=-Q^j$, and it translates every field by $\mathbf R$, so that $\mathbf A(\mathbf R)\to\mathbf A(0)$ and the potential is centred at the origin. The transformed Hamiltonian no longer contains $\mathbf R$. Its $\mathbf P$ is therefore conserved and is the total momentum, which is zero for an atom at rest. The perturbation is
\begin{equation}
H_M=\frac{1}{2M}\left[\hat{\mathbf P}_e+\hat{\mathbf P}_\gamma+Ze\mathbf A(0)\right]^2 ,
\end{equation}
and the shift is $\langle H_M\rangle$ in the state with one electron in $|a\rangle$ minus $\langle H_M\rangle$ in the vacuum. Both states are dressed by the electron--photon coupling
\begin{equation}
H_{\rm int}=e\sum_\lambda\frac{1}{\sqrt{2w}}\left(b_\lambda\hat J_\lambda+b_\lambda^\dagger\hat J_\lambda^\dagger\right),
\end{equation}
where $\lambda=(\mathbf k,\boldsymbol\epsilon)$ labels transverse modes of frequency $w=|\mathbf k|$, $\sum_\lambda=\int d^3k/(2\pi)^3\sum_\epsilon$, $\hat J_\lambda$ is the second-quantized form of $\boldsymbol\epsilon\cdot\boldsymbol\alpha\,e^{i\mathbf k\cdot\mathbf r}$, and $\mathbf A(0)=\sum_\lambda\boldsymbol\epsilon\,(b_\lambda+b^\dagger_\lambda)/\sqrt{2w}$.

Only terms in which each $e^2$ carries one factor $Z$ are kept. The terms $\hat P_\gamma^2$ and $\hat{\mathbf P}_\gamma\cdot\hat{\mathbf P}_e$ need a photon that the electron field both emits and absorbs, which costs $\alpha$ without $Z$. The term $Ze\,\hat{\mathbf P}_\gamma\cdot\mathbf A(0)$ at first order in $H_{\rm int}$ vanishes: if $\mathbf A$ acts first on the one-photon state no photon momentum is left, and if $\hat{\mathbf P}_\gamma$ acts first the result is proportional to $\boldsymbol\epsilon\cdot\mathbf k=0$. Its next order is radiative. The contraction of the two fields inside $Z^2e^2A^2$ is a constant that cancels against the vacuum. Three terms remain: $\hat P_e^2$ at order $H_{\rm int}^0$ (Coulomb), $2Ze\hat{\mathbf P}_e\cdot\mathbf A$ at first order (single transverse photon) and $Z^2e^2A^2$ at second order (seagull).

All three are sums over one-particle excitations, and one rule handles the vacuum subtraction. Take the vacuum as the state with all negative levels filled. Adding an electron in $|a\rangle$ opens the transitions $a\to n$ to positive levels, with excitation energy $\Delta_n$, and closes by the Pauli principle the vacuum transitions $n\to a$ from negative levels, with excitation energy $E_a-E_n=|\Delta_n|$. All other vacuum transitions cancel. Diagonal elements vanish by parity, because $\mathbf p$ and the mode-summed operator $\mathbf D$ below are odd. Let $|a\rangle$ first be the ground state, so that $s_n=\operatorname{sgn}\Delta_n$ is $+1$ for positive and $-1$ for negative levels. The Coulomb term is $\sum_ns_n|\mathbf p_{an}|^2/2M$.

For the single-transverse term the first-order state has amplitude $-e(2w)^{-1/2}(J^\dagger_\lambda)_{na}/(w+|\Delta_n|)$ for excitation $n$ and photon $\lambda$. The operators $\hat{\mathbf P}_e$ and $\mathbf A$ commute, so the cross term of $H_M$ is $Ze\,\hat{\mathbf P}_e\cdot\mathbf A/M$, and its expectation is
\begin{equation}
-\frac{Ze^2}{M}\sum_\lambda\frac1{2w}\sum_n\frac{s_n}{w+|\Delta_n|}\left[(\boldsymbol\epsilon\cdot\mathbf p)_{an}(J_\lambda^\dagger)_{na}+\text{c.c.}\right].
\label{Tdirect}
\end{equation}
In the seagull term the two normal-ordered products $b^\dagger_\lambda b_{\lambda'}$ act between first-order states and give the energy factor $2/[(w+|\Delta|)(w'+|\Delta|)]$. The product $b_\lambda b_{\lambda'}$ and its conjugate connect the bare state to the second-order state in which the electrons have returned and two photons are present; the two orders of emission give $2[1/(w+|\Delta|)+1/(w'+|\Delta|)]/(w+w')$. Polarization sums and frequencies are even in $\mathbf k$, so after the mode sums both pieces multiply the same product of matrix elements. Over a common denominator the numerator is $2[(w+w')+(w+w'+2|\Delta|)]$, and with the normalization factors $1/(4ww')$ the seagull term is
\begin{equation}
\frac{Z^2e^4}{2M}\sum_{\lambda\lambda'}\boldsymbol\epsilon\cdot\boldsymbol\epsilon'\sum_n s_n\,\frac{(w+w'+|\Delta_n|)\,(J_\lambda)_{an}(J^\dagger_{\lambda'})_{na}}{ww'(w+w')(w+|\Delta_n|)(w'+|\Delta_n|)} .
\label{Sdirect}
\end{equation}
The energy factors are values of three integrals. Partial fractions in $y^2$ and $\int_{-\infty}^\infty dy/(c^2+y^2)=\pi/|c|$ give
\begin{align}
\frac1\pi\int_{-\infty}^\infty\!\frac{\Delta\,dy}{\Delta^2+y^2}&=s,\qquad
\frac1\pi\int_{-\infty}^\infty\!\frac{\Delta\,dy}{(\Delta^2+y^2)(w^2+y^2)}=\frac{s}{w(w+|\Delta|)},\\
\frac1\pi\int_{-\infty}^\infty\!\frac{\Delta\,dy}{(\Delta^2+y^2)(w^2+y^2)(w'^2+y^2)}&=\frac{s}{w'^2-w^2}\left[\frac1{w(w+|\Delta|)}-\frac1{w'(w'+|\Delta|)}\right].
\end{align}
The bracket in the last line has the numerator $(w'-w)(w+w'+|\Delta|)$, which reproduces the factor in (\ref{Sdirect}). Define
\begin{equation}
D^j(iy)=4\pi a\,\alpha^i\!\int\!\frac{d^3k}{(2\pi)^3}\,\frac{\delta_\perp^{ij}(\mathbf k)\,e^{i\mathbf k\cdot\mathbf r}}{k^2+y^2},\qquad\delta_\perp^{ij}=\delta^{ij}-\frac{k^ik^j}{k^2},
\label{defD}
\end{equation}
which is Hermitian and even in $y$. The three terms then combine into
\begin{equation}
\Delta E=\frac{1}{2\pi M}\int_{-\infty}^\infty\!dy\sum_n\frac{\Delta_n}{\Delta_n^2+y^2}\,\big(p^j-D^j\big)_{an}\big(p^j-D^j\big)_{na}.
\label{master}
\end{equation}
The resolvent $G(z)=(z-H)^{-1}$ at $z=E_a+iy$ has eigenvalues $(-\Delta_n-iy)/(\Delta_n^2+y^2)$, whose odd part drops out of the symmetric integral, so (\ref{master}) equals $-(2\pi M)^{-1}\int dy\,\langle a|(\mathbf p-\mathbf D)G(E_a+iy)(\mathbf p-\mathbf D)|a\rangle$. The program tests this structure, including the sign of the negative levels, on a model with five fermion levels and one boson mode. Exact diagonalization and the contour formula both give $0.73783$, $-0.75827$ and $0.19123$ for the three terms.

For an excited reference state, a positive level below it has $\Delta_n<0$, enters with sign $+1$ and has the denominator $w+\Delta_n-i0$, whereas (\ref{master}) assigns it $-1/[w(w-\Delta_n)]$. The difference is $1/[w(w+\Delta_n)]+1/[w(w-\Delta_n)]=2/(w^2-\Delta_n^2)$, which is $D$ continued to $y=-i|\Delta_n|$. Part (b) shows that $D(iy)=D(0)-\tfrac23a\,y\,\boldsymbol\alpha+O(a\,y^2r\,\boldsymbol\alpha)$. The $D(0)$ piece restores the sign $+1$ in the static term. The linear piece becomes imaginary and belongs to the width. The quadratic piece, with $y\sim ma^2$, $r\sim1/ma$, $\alpha_{na}\sim a$ and $p\sim ma$, is of order $a^6m^2/M$. In the seagull term a bound-bound element $D_{na}\sim(a/r)\,a\sim ma^3$ appears squared, again $a^6$. A positive level degenerate with $|a\rangle$, such as $2P_{1/2}$ for $2S_{1/2}$, has $\Delta_n=0$. Then $[H,\mathbf r]=-i\boldsymbol\alpha$ gives $\boldsymbol\alpha_{an}=0$, and $\mathbf p=\tfrac12(H\boldsymbol\alpha+\boldsymbol\alpha H)-V\boldsymbol\alpha$ gives $\mathbf p_{an}=-(V\boldsymbol\alpha)_{an}\sim ma^3$. Since $D_{na}\sim ma^3$ as well, such a level contributes only at order $a^6$, whatever sign it is given. To order $a^5$ the real shift of any level is therefore obtained by counting all positive levels with $+1$ in the static terms and using (\ref{master}) for the rest.

\subsection*{(b) The photon tensor and the static part}

\textit{Evaluate $D^j(iy)$ in coordinate space. Split $\Delta E$ into a static part and three remainders $E_C$, $E_T$, $E_S$, and show that the static part contains no $a^5$ term.}

\paragraph{Solution.} Write $D^j=a\,\alpha^id^{ij}$. The transform of $4\pi/(k^2+y^2)$ is $e^{-yr}/r$. Since $1/[k^2(k^2+y^2)]=[1/k^2-1/(k^2+y^2)]/y^2$, the transform of $4\pi/[k^2(k^2+y^2)]$ is $h=(1-e^{-yr})/(y^2r)$, and $-k^ik^j$ becomes $\partial_i\partial_j$:
\begin{equation}
d^{ij}=\delta^{ij}\frac{e^{-yr}}{r}+\partial_i\partial_jh,\qquad\partial_i\partial_jh=\frac{h'}{r}\,(\delta^{ij}-n^in^j)+h''\,n^in^j .
\label{dij}
\end{equation}
With $x=yr$ and $g(x)=(1-e^{-x})/x$ one has $h=g/y$, $h'=g'(x)$ and $h''=x\,g''(x)/r$. Differentiation gives $g'=-q$ and $xg''=-e^{-x}+2q$, where
\begin{equation}
q(x)=\frac{1-e^{-x}-xe^{-x}}{x^2}=\frac12-\frac x3+\frac{x^2}8-\dots
\end{equation}
Hence
\begin{equation}
d^{ij}=\frac1r\left[T\,(\delta^{ij}-n^in^j)+L\,n^in^j\right],\qquad T=e^{-x}-q,\quad L=2q .
\end{equation}
The program checks $T$ and $L$ against quadrature of (\ref{defD}) at three values of $x$. For small $x$, $T=\tfrac12-\tfrac23x+\dots$ and $L=1-\tfrac23x+\tfrac14x^2-\dots$, so $d^{ij}(0)=(\delta^{ij}+n^in^j)/2r$ and $d^{ij}(iy)-d^{ij}(0)=-\tfrac23y\,\delta^{ij}+O(y^2r)$, as used in (a). For large $x$, $T\to-1/x^2$ and $L\to2/x^2$.

Put $\delta D=D(iy)-D(0)$ and use $\sum_ns_n=\sum_n-2\sum_{\rm neg}$ in the terms whose numerators do not depend on $y$. The identity $(E_a-E_n)\mathbf p_{an}=\langle a|[H,\mathbf p]|n\rangle=\langle a|[V,\mathbf p]|n\rangle$ with $[V,p^j]=i\partial_jV=ia\,n^j/r^2\equiv\mathcal F^j$ replaces $-\Delta_np^j_{an}$ by $\mathcal F^j_{an}$. Then $\Delta E=E_{\rm st}+E_C+E_T+E_S$ with
\begin{align}
E_{\rm st}&=\frac1{2M}\langle p^2-\mathbf p\cdot\mathbf D(0)-\mathbf D(0)\cdot\mathbf p\rangle,\\
E_C&=-\frac1M\sum_{\rm neg}\frac{|\boldsymbol{\mathcal F}_{an}|^2}{(E_a-E_n)^2},\label{EC}\\
E_T&=\frac2{\pi M}\int_0^\infty\!dy\,\mathrm{Re}\sum_n\frac{\mathcal F^j_{an}\,\delta D^j_{na}}{\Delta_n^2+y^2}+\frac2M\,\mathrm{Re}\sum_{\rm neg}p^j_{an}D^j(0)_{na},\label{ET}\\
E_S&=\frac1{\pi M}\int_0^\infty\!dy\sum_n\frac{\Delta_n}{\Delta_n^2+y^2}\,D^j_{an}D^j_{na}.\label{ES}
\end{align}
The static part holds the reduced-mass correction and the Breit interaction. To see its dependence on $a$, write $\psi=r^{-1}(G\,\Omega_\kappa,\,iF\,\Omega_{-\kappa})$ with $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(1+\kappa)\Omega_\kappa$ and $s\,\Omega_\kappa=-\Omega_{-\kappa}$, where from here on $s=\boldsymbol\sigma\cdot\mathbf n$. From $\boldsymbol\sigma\cdot\mathbf p=-is(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$ the radial equations are
\begin{equation}
G'+\frac\kappa rG=(E+m-V)F,\qquad F'-\frac\kappa rF=-(E-m-V)G .
\label{radial}
\end{equation}
Set $m=1$, $r=\rho/a$, $F=af$. The equations become $G'+\kappa G/\rho=(E+1+a^2/\rho)f$ and $f'-\kappa f/\rho=-[(E-1)/a^2+1/\rho]G$, which contain only $a^2$. Bound solutions are $\rho^\gamma e^{-\lambda\rho}$ times polynomials, with $\gamma=\sqrt{\kappa^2-a^2}$ and $\lambda=\sqrt{1-E^2}/a$. The $i$th coefficients follow from a $2\times2$ linear system with determinant $(\gamma+i)^2-\kappa^2+a^2=i(i+2\gamma)\neq0$, so they are analytic in $a^2$, as are $E$ and $\lambda$. The element $\langle p^2\rangle$ is $a^2$ times integrals bilinear in $G$ plus $a^4$ times integrals bilinear in $f$. The element $\langle\mathbf D(0)\cdot\mathbf p\rangle$ couples $G$ to $F$ and carries $a\cdot a\cdot a\cdot a=a^4$ from the charge, $1/r$, $\mathbf p$ and $F$. Every integrand is at worst $\rho^{2\gamma-2}e^{-2\lambda\rho}$, which integrates to $\Gamma(2\gamma-1)$ times powers of $2\lambda$, analytic at $\gamma=|\kappa|\ge1$. So $E_{\rm st}$ is a power series in $a^2$, and $P=P_C+P_T+P_S$.

The recoil shift has been written as a static part, which contains no $a^5$ term, plus Coulomb, single-transverse and seagull remainders $E_C$, $E_T$ and $E_S$. It remains to evaluate these three to order $a^5$, add them, test the result numerically and apply it to hydrogen.

Numerical values quoted here were computed with a short program.
